# Why Two Electrons in a Parabolic Dot Alternate Between Singlet and Triplet: a numerical check

```python
"""
Singlet-triplet transitions of two electrons in a planar parabolic dot.

Result under test: the lowest pair level with relative angular momentum
-M*hbar is  E_M = hbar*Omega*eps_M(lam) - M*hbar*omega_c/2  (plus the common
centre-of-mass energy hbar*Omega), singlet for even M, triplet for odd M.
The first transition, without Zeeman energy, is at
    eps_1(lam) - eps_0(lam) = omega_c/(2*Omega).
Symbols: omega_0 trap frequency, omega_c cyclotron frequency,
Omega^2 = omega_0^2 + omega_c^2/4, a^2 = 2*hbar/(m*Omega), x = r/a,
lam = e^2/(kappa*a*hbar*Omega), eps_M = lowest level of
-laplacian/2 + x^2/2 + lam/x at angular momentum M.
Energies are in meV, lengths in nm, fields in tesla.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_jacobi, gamma, jv

# ---------- radial problem: diagonalization in a polynomial basis ----------
BOX = 9.0
BASIS_SIZE = 44


def radial_matrices(M):
    t, weight = np.polynomial.legendre.leggauss(100)
    x = BOX * (t + 1) / 2
    weight = weight * BOX / 2
    k = np.arange(BASIS_SIZE)[:, None]
    alpha, beta = 2.0, 2.0 * M + 1.0
    poly = eval_jacobi(k, alpha, beta, t)
    dpoly = (k > 0) * (k + alpha + beta + 1) / BOX * eval_jacobi(
        np.maximum(k - 1, 0), alpha + 1, beta + 1, t)
    s = x / BOX
    envelope = s**M * (1 - s)
    denvelope = (M * s**(M - 1.0) * (1 - s) - s**M) / BOX
    f = envelope * poly
    df = denvelope * poly + envelope * dpoly
    norm = np.sqrt(np.sum(f**2 * x * weight, axis=1))[:, None]
    f, df = f / norm, df / norm
    kinetic = 0.5 * (df * x * weight) @ df.T
    kinetic += 0.5 * M**2 * (f / x * weight) @ f.T
    square = (f * x**3 * weight) @ f.T
    inverse = (f * weight) @ f.T
    return kinetic + 0.5 * square, inverse, square


M_MAX = 9
MATRICES = [radial_matrices(M) for M in range(M_MAX + 1)]


def eps(M, lam):
    free, inverse, _ = MATRICES[M]
    return np.linalg.eigvalsh(free + lam * inverse)[0]


def means(M, lam):
    """Mean 1/x and mean x^2 in the lowest state."""
    free, inverse, square = MATRICES[M]
    v = np.linalg.eigh(free + lam * inverse)[1][:, 0]
    return v @ inverse @ v, v @ square @ v


# Closed-form levels with polynomial factors of degree one and two.
for M in range(4):
    assert abs(eps(M, 0.0) - (M + 1)) < 1e-8
    assert abs(eps(M, np.sqrt(M + 0.5)) - (M + 2)) < 1e-7
    assert abs(eps(M, np.sqrt(4 * M + 3)) - (M + 3)) < 1e-7

# ---------- full two-electron Hamiltonian on closed-form states ----------
# Units hbar = m = e/c = 1; the vector potential is kept explicitly.
x1, y1, x2, y2 = sp.symbols("x1 y1 x2 y2", real=True)
trap, cyclotron = 1.0, 1.5
big_omega = np.sqrt(trap**2 + cyclotron**2 / 4)
length = np.sqrt(2 / big_omega)
distance = sp.sqrt((x1 - x2)**2 + (y1 - y2)**2)
for M in (0, 1, 2):
    lam_closed = np.sqrt(M + 0.5)
    slope = 2 * lam_closed / (2 * M + 1)
    psi = ((x1 - x2) - sp.I * (y1 - y2))**M * (1 + slope * distance / length)
    psi *= sp.exp(-big_omega * (x1**2 + y1**2 + x2**2 + y2**2) / 2)
    h_psi = lam_closed * length * big_omega / distance * psi
    for x, y in ((x1, y1), (x2, y2)):
        ax, ay = -cyclotron * y / 2, cyclotron * x / 2
        px = -sp.I * sp.diff(psi, x) + ax * psi
        py = -sp.I * sp.diff(psi, y) + ay * psi
        h_psi += (-sp.I * sp.diff(px, x) + ax * px) / 2
        h_psi += (-sp.I * sp.diff(py, y) + ay * py) / 2
        h_psi += trap**2 * (x**2 + y**2) / 2 * psi
    h_value = sp.lambdify((x1, y1, x2, y2), h_psi, "numpy")
    psi_value = sp.lambdify((x1, y1, x2, y2), psi, "numpy")
    expected = big_omega * (1 + eps(M, lam_closed)) - M * cyclotron / 2
    for point in ((0.3, -0.4, 0.9, 0.5), (-0.7, 0.2, 0.1, 1.1)):
        assert abs(h_value(*point) / psi_value(*point) - expected) < 1e-6

# ---------- spin and relative motion from orbital Coulomb integrals ----------
# Orbitals with angular momentum 0 and -1; length unit sqrt(hbar/(m*Omega)).
node, wt = np.polynomial.legendre.leggauss(100)
r, wr = 4 * (node + 1), 4 * wt
q, wq = 5 * (node + 1), 5 * wt
qr = q[:, None] * r
F00 = (jv(0, qr) * 2 * r * np.exp(-r**2)) @ wr
F11 = (jv(0, qr) * 2 * r**3 * np.exp(-r**2)) @ wr
F01 = (jv(1, qr) * 2 * r**2 * np.exp(-r**2)) @ wr
J00, J01, K01 = wq @ F00**2, wq @ (F00 * F11), wq @ F01**2
inv0_free, inv1_free = means(0, 0.0)[0], means(1, 0.0)[0]
assert abs(J00 - inv0_free / np.sqrt(2)) < 1e-7
assert abs(J01 - K01 - inv1_free / np.sqrt(2)) < 1e-7   # triplet: M = 1
assert abs(J01 + K01 - inv0_free / np.sqrt(2)) < 1e-7   # singlet: M = 0
for M in range(5):
    assert abs(means(M, 0.0)[0] - gamma(M + 0.5) / gamma(M + 1)) < 1e-7

# ---------- ordering of pair sizes, zero-field singlet, uniqueness ----------
for lam in np.geomspace(0.02, 10, 40):
    inv0, sq0 = means(0, lam)
    inv1, sq1 = means(1, lam)
    assert inv1 < inv0
    assert 0 < sq1 - sq0 < 1
    assert 0 < eps(1, lam) - eps(0, lam) < 1
lam_end = 1.4
g_node, g_weight = np.polynomial.legendre.leggauss(16)
coupling_integral = sum(
    w * lam_end / 2 * (means(0, lam_end * (t + 1) / 2)[0]
                       - means(1, lam_end * (t + 1) / 2)[0])
    for t, w in zip(g_node, g_weight))
assert abs(coupling_integral - (1 - eps(1, lam_end) + eps(0, lam_end))) < 1e-7


# ---------- one-parameter trial function x^M (1+c*x) exp(-x^2/2) ----------
def trial_energy(c, M, lam):
    b = gamma(M + 1.5) / gamma(M + 1)
    g_first = gamma(M + 0.5) / gamma(M + 1)
    top = c**2 / 2 + lam * (g_first + 2 * c + b * c**2)
    return M + 1 + top / (1 + 2 * b * c + (M + 1) * c**2)


def best_trial(M, lam):
    found = minimize_scalar(trial_energy, bounds=(0, 40), args=(M, lam),
                            method="bounded", options={"xatol": 1e-9})
    return found.fun, found.x


def trial_by_quadrature(c, M, lam):
    def f(x):
        return x**M * (1 + c * x) * np.exp(-x**2 / 2)

    def df(x):
        first = M * x**(M - 1) * (1 + c * x) if M else 0.0
        return (first + c * x**M) * np.exp(-x**2 / 2) - x * f(x)

    def density(x):
        potential = x**2 / 2 + lam / x + M**2 / (2 * x**2)
        return x * (df(x)**2 / 2 + potential * f(x)**2)
    return quad(density, 0, 12)[0] / quad(lambda x: x * f(x)**2, 0, 12)[0]


for M in (0, 1, 2):
    assert abs(trial_energy(0.7, M, 1.3)
               - trial_by_quadrature(0.7, M, 1.3)) < 1e-7
    assert abs(best_trial(M, np.sqrt(M + 0.5))[0] - (M + 2)) < 1e-7
    for lam in (0.3, 1.0, 2.0):
        assert best_trial(M, lam)[0] > eps(M, lam) - 1e-9


# ---------- universal first transition and its weak-repulsion law ----------
def reduced_first_field(lam0):
    """omega_c/omega_0 at the first transition, no Zeeman energy."""
    def gap(y):
        s = np.sqrt(1 + y**2 / 4)
        lam = lam0 / np.sqrt(s)
        return s * (eps(1, lam) - eps(0, lam)) - y / 2
    return brentq(gap, 1e-3, 200)


weak_lam0 = 0.01
weak_exact = reduced_first_field(weak_lam0)
weak_law = 2 / (np.pi**(1 / 3) * weak_lam0**(2 / 3))
assert abs(weak_exact / weak_law - 1) < 0.01   # law is a leading-order limit

# ---------- worked example ----------
mass_ratio, kappa, trap_meV, g_abs = 0.07, 12.5, 3.0, 0.4
mass = mass_ratio * const.m_e
meV = 1e-3 * const.e
hbar2_over_m = const.hbar**2 / mass / meV * 1e18
e_squared = const.e**2 / (4 * np.pi * const.epsilon_0) / meV * 1e9
cyc_per_T = const.hbar * const.e / mass / meV
mu_B = const.physical_constants["Bohr magneton"][0] / meV
zee_per_T = g_abs * mu_B


def scales(B):
    """hbar*omega_c, hbar*Omega, a, e^2/(kappa*a), lam."""
    wc = cyc_per_T * B
    W = np.sqrt(trap_meV**2 + wc**2 / 4)
    a = np.sqrt(2 * hbar2_over_m / W)
    coulomb = e_squared / (kappa * a)
    return wc, W, a, coulomb, coulomb / W


def level(M, B, zeeman=0.0, repulsion=1.0):
    wc, W, _, _, lam = scales(B)
    return W * eps(M, repulsion * lam) - M * wc / 2 - (M % 2) * zeeman * B


def crossing(M_low, M_high, B_left, B_right, zeeman=0.0, repulsion=1.0):
    return brentq(lambda B: level(M_high, B, zeeman, repulsion)
                  - level(M_low, B, zeeman, repulsion), B_left, B_right)


B_first = crossing(0, 1, 0.0, 12.0)
B_first_zeeman = crossing(0, 1, 0.0, 12.0, zee_per_T)
assert 0 < B_first_zeeman < B_first


def trial_gap(B):
    wc, W, _, _, lam = scales(B)
    return W * (best_trial(1, lam)[0] - best_trial(0, lam)[0]) - wc / 2


B_trial = brentq(trial_gap, 0.0, 12.0)

fields = np.linspace(0, 12, 401)
table = np.array([[level(M, B) for M in range(M_MAX + 1)] for B in fields])
odd = np.arange(M_MAX + 1) % 2


def sequence(zeeman):
    ground = np.argmin(table - zeeman * fields[:, None] * odd, axis=1)
    assert ground[0] == 0 and ground.max() < M_MAX
    changes = []
    for i in np.flatnonzero(np.diff(ground)):
        old, new = int(ground[i]), int(ground[i + 1])
        assert new > old
        changes.append((old, new, crossing(old, new, fields[i],
                                           fields[i + 1], zeeman)))
    return changes


plain = sequence(0.0)
with_zeeman = sequence(zee_per_T)
assert len(plain) >= 3
assert all(new == old + 1 for old, new, _ in plain)

# Controls: no repulsion, without and with Zeeman energy.
for B in fields[::20]:
    free_gap = level(1, B, repulsion=0) - level(0, B, repulsion=0)
    wc, W = scales(B)[:2]
    assert free_gap > 0 and abs(free_gap - (W - wc / 2)) < 1e-6
B_zeeman_only = trap_meV / np.sqrt(zee_per_T * (cyc_per_T + zee_per_T))
assert abs(crossing(0, 1, 0.1, 40, zee_per_T, 0.0) - B_zeeman_only) < 1e-4
for B in (1.2 * B_zeeman_only, 2 * B_zeeman_only):
    free_levels = [level(M, B, zee_per_T, 0.0) for M in range(M_MAX + 1)]
    assert int(np.argmin(free_levels)) == 1


def price_and_relief(B):
    wc, W, _, _, lam = scales(B)
    return W - wc / 2, W * (1 - eps(1, lam) + eps(0, lam))


price_0, relief_0 = price_and_relief(0.0)
price_1, relief_1 = price_and_relief(B_first)
first_order_relief = scales(0.0)[3] * np.sqrt(np.pi) / 2
assert relief_0 < price_0 < first_order_relief   # first order fails here
assert price_1 < price_0 and relief_1 > relief_0

# ---------- printed numbers ----------
print(f"mass / electron mass = {mass_ratio}, kappa = {kappa}, |g| = {g_abs}")
print(f"hbar*omega_0 = {trap_meV:.3f} meV")
print(f"hbar^2/m = {hbar2_over_m:.2f} meV nm^2")
print(f"e^2 (Gaussian) = {e_squared:.2f} meV nm")
print(f"hbar*omega_c per tesla = {cyc_per_T:.4f} meV/T")
print(f"|g|*mu_B = {zee_per_T:.5f} meV/T")
for name, B in (("B=0", 0.0), ("first transition", B_first)):
    wc, W, a, coulomb, lam = scales(B)
    print(f"[{name}] hbar*omega_c = {wc:.4f}, hbar*Omega = {W:.4f} meV")
    print(f"[{name}] a = {a:.3f} nm, e^2/(kappa a) = {coulomb:.4f} meV")
    print(f"[{name}] lam = {lam:.4f}, eps_0 = {eps(0, lam):.5f}, "
          f"eps_1 = {eps(1, lam):.5f}")
    price, relief = price_and_relief(B)
    print(f"[{name}] price = {price:.4f} meV, relief = {relief:.4f} meV")
    for M in (0, 1):
        inv, sq = means(M, lam)
        print(f"[{name}] M={M}: mean Coulomb energy = {coulomb*inv:.4f} meV, "
              f"rms distance = {a*np.sqrt(sq):.2f} nm")
print(f"first-order relief at B=0 = {first_order_relief:.4f} meV")
print(f"first transition, no Zeeman = {B_first:.4f} T "
      f"= {10*B_first:.3f} kG")
print(f"first transition, with Zeeman = {B_first_zeeman:.4f} T "
      f"= {10*B_first_zeeman:.3f} kG")
print(f"first transition, trial function, no Zeeman = {B_trial:.4f} T")
lam_trial = scales(B_trial)[4]
print(f"lam at trial transition = {lam_trial:.4f}")
for M in (0, 1):
    energy, c = best_trial(M, lam_trial)
    print(f"trial M={M}: c = {c:.3f}, eps = {energy:.5f}, "
          f"diagonalized eps = {eps(M, lam_trial):.5f}")
for old, new, B in plain:
    print(f"no Zeeman, up to 12 T: M {old} -> {new} at {B:.3f} T")
for old, new, B in with_zeeman:
    print(f"with Zeeman, up to 12 T: M {old} -> {new} at {B:.3f} T")
print(f"Zeeman only, no repulsion: M 0 -> 1 at {B_zeeman_only:.3f} T")
print(f"orbital integrals (units e^2/kappa/sqrt(hbar/(m Omega))): "
      f"J00={J00:.5f}, J01={J01:.5f}, K01={K01:.5f}")
for lam0 in (0.5, 1.0, 2.0):
    print(f"lam0 = {lam0}: omega_c/omega_0 at first transition = "
          f"{reduced_first_field(lam0):.4f}")
print(f"lam0 = {weak_lam0}: omega_c/omega_0 = {weak_exact:.3f}, "
      f"weak-repulsion law = {weak_law:.3f}")
print("no test failed")
```

It prints:

```
mass / electron mass = 0.07, kappa = 12.5, |g| = 0.4
hbar*omega_0 = 3.000 meV
hbar^2/m = 1088.57 meV nm^2
e^2 (Gaussian) = 1439.96 meV nm
hbar*omega_c per tesla = 1.6538 meV/T
|g|*mu_B = 0.02315 meV/T
[B=0] hbar*omega_c = 0.0000, hbar*Omega = 3.0000 meV
[B=0] a = 26.939 nm, e^2/(kappa a) = 4.2762 meV
[B=0] lam = 1.4254, eps_0 = 2.73076, eps_1 = 3.15003
[B=0] price = 3.0000 meV, relief = 1.7422 meV
[B=0] M=0: mean Coulomb energy = 3.8922 meV, rms distance = 38.87 nm
[B=0] M=1: mean Coulomb energy = 3.1623 meV, rms distance = 43.63 nm
[first transition] hbar*omega_c = 2.8732, hbar*Omega = 3.3262 meV
[first transition] a = 25.584 nm, e^2/(kappa a) = 4.5027 meV
[first transition] lam = 1.3537, eps_0 = 2.66489, eps_1 = 3.09680
[first transition] price = 1.8896 meV, relief = 1.8896 meV
[first transition] M=0: mean Coulomb energy = 4.1751 meV, rms distance = 36.52 nm
[first transition] M=1: mean Coulomb energy = 3.3559 meV, rms distance = 41.19 nm
first-order relief at B=0 = 3.7897 meV
first transition, no Zeeman = 1.7373 T = 17.373 kG
first transition, with Zeeman = 1.6759 T = 16.759 kG
first transition, trial function, no Zeeman = 1.6795 T
lam at trial transition = 1.3579
trial M=0: c = 5.556, eps = 2.67982, diagonalized eps = 2.66875
trial M=1: c = 0.992, eps = 3.09993, diagonalized eps = 3.09990
no Zeeman, up to 12 T: M 0 -> 1 at 1.737 T
no Zeeman, up to 12 T: M 1 -> 2 at 4.841 T
no Zeeman, up to 12 T: M 2 -> 3 at 7.780 T
no Zeeman, up to 12 T: M 3 -> 4 at 10.677 T
with Zeeman, up to 12 T: M 0 -> 1 at 1.676 T
with Zeeman, up to 12 T: M 1 -> 2 at 5.379 T
with Zeeman, up to 12 T: M 2 -> 3 at 6.589 T
with Zeeman, up to 12 T: M 3 -> 5 at 11.915 T
Zeeman only, no repulsion: M 0 -> 1 at 15.225 T
orbital integrals (units e^2/kappa/sqrt(hbar/(m Omega))): J00=1.25331, J01=0.93999, K01=0.31333
lam0 = 0.5: omega_c/omega_0 at first transition = 2.0700
lam0 = 1.0: omega_c/omega_0 at first transition = 1.2480
lam0 = 2.0: omega_c/omega_0 at first transition = 0.7427
lam0 = 0.01: omega_c/omega_0 = 29.411, weak-repulsion law = 29.420
no test failed
```
